# Impurity-Band Width and Image-Charge Error in Anisotropic Defect Supercells

## 1. What scaling fixes

A charged defect repeated in a supercell calculation interacts artificially with its periodic images. Two of these interactions are treated here: the electrostatic one and the overlap of bound orbitals. Dimensional analysis shows how they differ.

Take first a point charge $q$, its periodic images and a uniform neutralizing background in a medium with dielectric tensor $\varepsilon$. At fixed cell shape the only length is the cell length $L$. In Hartree atomic units an energy proportional to $q^2$ must then be

$$E_{\rm im}=-\frac{q^2C}{2L}, \tag{1}$$

where the number $C$ depends on the cell shape and on $\varepsilon$.

A bound orbital brings a second length, $1/\kappa$, the decay length of its tail. If the level lies at depth $D$ below a band edge and the core is much smaller than $1/\kappa$, the width $W$ of the artificial impurity band has the form

$$W=D\,f(\kappa L), \tag{2}$$

again at fixed shape and fixed mass ratios. Scaling leaves $f$ free. The orbital tail determines it.

## 2. The orbital in an anisotropic host

The host has a single parabolic band minimum with principal masses $m_i$. One electron is bound to a neutral core by a short-range potential $V$, so the occupied defect has $q=-1$. Energies are measured from the band edge. The electrostatic effect of the images on the orbital is left out here and estimated in Section 8.

Define $m=(m_1m_2m_3)^{1/3}$ and stretched coordinates $r_i=\sqrt{m_i/m}\,x_i$. Since $\partial/\partial x_i=\sqrt{m_i/m}\,\partial/\partial r_i$,

$$\sum_i\frac{1}{2m_i}\frac{\partial^2}{\partial x_i^2}=\frac{1}{2m}\nabla_r^2. \tag{3}$$

The product of the three stretching factors is one, so volumes and normalization are unchanged. Until Section 6, $\mathbf r$ and the lattice vectors $\mathbf R$ are stretched vectors, and $R=|\mathbf R|$.

Assume that $V$ is spherical in these coordinates and vanishes beyond radius $a$. Outside it, the $s$-like bound state obeys $(\nabla^2-\kappa^2)\psi=0$, whose decaying solution is

$$\psi(\mathbf r)=A\frac{e^{-\kappa r}}{r},\qquad \kappa=\sqrt{2mD}. \tag{4}$$

Along physical axis $i$, $r=\sqrt{m_i/m}\,|x_i|$. The decay rate per unit physical length is therefore

$$\kappa_i=\kappa\sqrt{m_i/m}=\sqrt{2m_iD}. \tag{5}$$

The orbital reaches farthest along the light-mass axis. As $D\to0$ the decay length diverges, and any fixed cell eventually becomes too small for the expansion below.

## 3. From one orbital to a band

Let $\phi_{\mathbf R}(\mathbf r)=\psi(\mathbf r-\mathbf R)$, and form the Bloch sum $\Phi_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi_{\mathbf R}$. Each orbital solves the problem of its own core, so the periodic Hamiltonian gives

$$H\phi_{\mathbf R}=-D\phi_{\mathbf R}+\sum_{\mathbf R'\ne\mathbf R}V_{\mathbf R'}\phi_{\mathbf R}. \tag{6}$$

Project onto $\phi_{\mathbf 0}$ and divide by the overlap sum:

$$E(\mathbf k)=-D+\frac{\displaystyle\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\sum_{\mathbf R'\ne\mathbf R}\langle\phi_{\mathbf 0}|V_{\mathbf R'}|\phi_{\mathbf R}\rangle}{\displaystyle\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\phi_{\mathbf 0}|\phi_{\mathbf R}\rangle}. \tag{7}$$

The overlaps multiplying $-D$ have cancelled. Let $\ell$ be the shortest stretched lattice vector. The terms with $\mathbf R'=\mathbf 0$ contain one orbital tail and start at order $e^{-\kappa\ell}$. In all other terms both orbitals are evaluated at a foreign core, which gives at most order $e^{-2\kappa\ell}$, apart from algebraic factors. The denominator is one plus small overlaps, and these change the result only at second order. Mixing with other states is also second order, because its energy is quadratic in the amplitude of a tail at a foreign core. To first order,

$$E(\mathbf k)\simeq-D+\sum_{\mathbf R\ne0}t(\mathbf R)e^{i\mathbf k\cdot\mathbf R},\quad t(\mathbf R)=\int\psi(\mathbf r)V(\mathbf r)\psi(\mathbf r-\mathbf R)\,d^3r. \tag{8}$$

For $R>2a$, the displaced orbital has its asymptotic form (4) throughout the region where $V$ acts:

$$t(\mathbf R)=A\int V(\mathbf r)\psi(\mathbf r)\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}\,d^3r. \tag{9}$$

The Schrödinger equation for the isolated defect is $(\nabla^2-\kappa^2)\psi=2mV\psi$. The decaying Green function of the operator on the left is $-e^{-\kappa\rho}/(4\pi\rho)$, with $\rho$ the distance from the source, so

$$\psi(\mathbf R)=-\frac{m}{2\pi}\int\frac{e^{-\kappa|\mathbf R-\mathbf r|}}{|\mathbf R-\mathbf r|}V(\mathbf r)\psi(\mathbf r)\,d^3r. \tag{10}$$

The integral in (9) is thus $-(2\pi/m)\psi(\mathbf R)$. Inserting (4) for $\psi(\mathbf R)$ gives

$$t(\mathbf R)=-\frac{2\pi}{m}A^2\frac{e^{-\kappa R}}{R}. \tag{11}$$

The core enters through the binding energy and the tail amplitude. The negative sign puts the zone-centre state, in which neighbouring tails add in phase, at the bottom of the band.

Equation (11) was tested on the well $V=-2e^{-r^2/2}$, in units of its width parameter and with $m=1$. Its tail falls faster than any exponential, so it is effectively short-ranged. The masses were $1.1$, $1.1$ and $1/1.21$, and the physical cell was cubic. The isolated state has $\kappa=0.885$. Periodic plane-wave calculations gave centre-to-corner widths of $0.997$ and $0.9997$ times the first-order prediction at $L=8$ and $10$. The dispersion along $z$ at $L=10$ was $0.997$ times its prediction.

## 4. Zero-range core and the width

When the core radius is negligible, (4) holds down to the origin. Normalization requires

$$1=4\pi A^2\int_0^\infty e^{-2\kappa r}dr=\frac{2\pi A^2}{\kappa},\qquad A^2=\frac{\kappa}{2\pi}. \tag{12}$$

Using $\kappa^2/m=2D$ in (11),

$$t(\mathbf R)=-\frac{\kappa}{m}\frac{e^{-\kappa R}}{R}=-2D\,\frac{e^{-\kappa R}}{\kappa R}. \tag{13}$$

For a cell with orthogonal axes along the principal directions of the mass tensor, let $t_i$ be the nearest-neighbour hopping along axis $i$ and $\theta_i$ the Bloch phase per cell. The nearest-neighbour band is $E=-D+2\sum_it_i\cos\theta_i$. It runs from $\theta_i=0$ to $\theta_i=\pi$, so

$$W_{\rm nn}=4\sum_i|t_i|,\qquad |t_i|=2D\,\frac{e^{-\kappa_iL_i}}{\kappa_iL_i}, \tag{14}$$

with $L_i$ the physical cell lengths. This determines the leading form of $f$ in (2): an exponential divided by its own exponent. The local decay rate is

$$-\frac{d\ln|t_i|}{dL_i}=\kappa_i+\frac1{L_i}, \tag{15}$$

which tends to $\kappa_i$ in large cells.

The zero-range model can also be solved without expanding in the hopping. Near its core, the isolated orbital is proportional to $1/r-\kappa+O(r)$. The core fixes the ratio of the constant to the singular term, and this ratio must be the same in the crystal. A Bloch state of energy $-q^2/(2m)$ is

$$\Psi_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-q|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}. \tag{16}$$

Near $\mathbf r=0$, the term $\mathbf R=0$ gives $1/r-q$, and the others give a constant $S$. Matching $-q+S$ to $-\kappa$ yields

$$q=\kappa+S(\mathbf k,q),\qquad S(\mathbf k,q)=\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\frac{e^{-qR}}R. \tag{17}$$

To first order $q\simeq\kappa+S(\mathbf k,\kappa)$, hence $E\simeq-D-(\kappa/m)S(\mathbf k,\kappa)$, which agrees with (8) and (13). Including all first-order hops, the centre-to-corner width is

$$W\simeq\frac{\kappa}{m}\left[S(\mathbf 0,\kappa)-S(\mathbf k_{\rm corner},\kappa)\right]. \tag{18}$$

## 5. Occupation and Brillouin-zone sampling

The band width is not by itself the error in a total energy. That error depends on which states are occupied and sampled.

If the zone centre alone is sampled, the level shift is $-(\kappa/m)S(\mathbf 0,\kappa)$ to first order, comparable with half the width. For a filled band averaged over the zone, each $\cos(\mathbf k\cdot\mathbf R)$ with $\mathbf R\ne0$ averages to zero, and the first-order shift vanishes.

To find what remains, write $q=\kappa+\delta$. Expanding (17) gives $\delta=S+S\,\partial_\kappa S$ through second order, with $S$ evaluated at $\kappa$. The product $\cos(\mathbf k\cdot\mathbf R)\cos(\mathbf k\cdot\mathbf R')$ has zone average $\tfrac12$ when $\mathbf R'=\mathbf R$ or $\mathbf R'=-\mathbf R$, and zero otherwise. Therefore

$$\langle S^2\rangle=\sum_{\mathbf R\ne0}\frac{e^{-2\kappa R}}{R^2},\qquad \langle S\,\partial_\kappa S\rangle=\frac12\frac{d\langle S^2\rangle}{d\kappa}=-\sum_{\mathbf R\ne0}\frac{e^{-2\kappa R}}R. \tag{19}$$

The energy is $E=-D-\kappa\delta/m-\delta^2/(2m)$. Its average through second order is

$$\langle E\rangle+D=\frac1m\sum_{\mathbf R\ne0}e^{-2\kappa R}\left(\frac{\kappa}{R}-\frac1{2R^2}\right). \tag{20}$$

The exponent has doubled, and the shift is positive when every $\kappa R>\tfrac12$. One electron per cell fills such a band in a spin-polarized mean-field calculation. If instead both spin channels are equally occupied, the band is half filled. The lower-energy states are then selected, the average no longer vanishes, and the energy gain is first order in the hopping.

## 6. The image energy with a dielectric tensor

Return to physical coordinates. The potential of a unit charge obeys $-\nabla\cdot(\varepsilon\nabla\varphi)=4\pi\rho$. In a cell of volume $\Omega$ its Fourier coefficients are $4\pi/(\Omega\,\mathbf G\cdot\varepsilon\cdot\mathbf G)$, and the background removes $\mathbf G=0$. Subtracting the charge's own potential leaves that of the images and background:

$$v=\lim_{\mathbf x\to0}\left[\sum_{\mathbf G\ne0}\frac{4\pi e^{i\mathbf G\cdot\mathbf x}}{\Omega\,\mathbf G\cdot\varepsilon\cdot\mathbf G}-\frac1{\sqrt{\det\varepsilon}\,\sqrt{\mathbf x\cdot\varepsilon^{-1}\cdot\mathbf x}}\right]. \tag{21}$$

The image energy is $E_{\rm im}=q^2v/2$; the half arises because an interaction within one periodic charge distribution is counted once. Multiply all lengths by $\lambda$. Then $\Omega\to\lambda^3\Omega$ and $\mathbf G\to\mathbf G/\lambda$, so both terms scale as $1/\lambda$. This proves (1) for any constant positive tensor: anisotropy changes $C$ and leaves the power of $L$ unchanged.

For evaluation, use principal axes and set $s_i=x_i/\sqrt{\varepsilon_i}$. The reciprocal vectors become $g_i=\sqrt{\varepsilon_i}\,G_i$, and the volume becomes $\Omega_s=\Omega/\sqrt{\det\varepsilon}$. Equation (21) is then $1/\sqrt{\det\varepsilon}$ times an isotropic problem. Split $1/s=\mathrm{erfc}(\eta s)/s+\mathrm{erf}(\eta s)/s$, summing the first part in real space and the second in reciprocal space:

$$v=\frac1{\sqrt{\det\varepsilon}}\left[\sum_{\mathbf s\ne0}\frac{\mathrm{erfc}(\eta s)}s+\frac{4\pi}{\Omega_s}\sum_{\mathbf g\ne0}\frac{e^{-g^2/4\eta^2}}{g^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega_s\eta^2}\right]. \tag{22}$$

The third term removes the charge's own smooth potential, since $\mathrm{erf}(\eta s)/s\to2\eta/\sqrt\pi$ at the origin. The last removes the cell average of the short-range part, since $\int\mathrm{erfc}(\eta s)s^{-1}d^3s=\pi/\eta^2$. For a cubic cell with $\varepsilon=1$, (22) gives $C=2.8373$.

## 7. A deep trap in a wide-gap oxide

Consider a trap with $D=0.50$ eV, masses $0.30,0.30,0.22$ and static dielectric constants $14,14,10$. These masses and dielectric constants are rough values in the regime of rutile tin dioxide; the depth is chosen. The physical supercells are idealized as cubes. The mean mass is $0.2705$ and $\kappa=1.884\ {\rm nm}^{-1}$. Equation (5) gives $\kappa_x=1.984$ and $\kappa_z=1.699\ {\rm nm}^{-1}$, or decay lengths of $0.50$ and $0.59$ nm.

At $L=2$ nm, $\kappa_zL=3.398$, and (14) gives

$$|t_z|=(1000\ {\rm meV})\frac{e^{-3.398}}{3.398}=9.84\ {\rm meV}. \tag{23}$$

Likewise $|t_x|=|t_y|=4.76$ meV, so $W_{\rm nn}=4(2\times4.764+9.837)=77.5$ meV. Equation (17) gives $77.2$ meV. This close agreement is partly a cancellation: the longer hops in (18) raise the width to $82.4$ meV, and higher orders bring it back down. On a grid of phases $0,\pi/3,2\pi/3,\pi$ along each axis, the 2 nm band has its minimum at the zone centre and its maximum at the corner.

The widths from (17) and the image energies are:

| $L$ (nm) | $W$ (meV) | $\lvert E_{\rm im}\rvert$ (meV) |
|---|---:|---:|
| 1.5 | 249 | 108 |
| 2.0 | 77.2 | 80.8 |
| 3.0 | 8.34 | 53.9 |
| 4.0 | 1.02 | 40.4 |
| 5.0 | 0.136 | 32.3 |

The magnitudes cross at $1.97$ nm. Doubling $L$ from 2 to 4 nm halves the image energy and reduces the width by a factor of about 76. The width reaches 1 meV at $4.0$ nm, the image energy at about $162$ nm. In the smallest cell, first-order theory gives $300$ meV, 20% above the solution of (17); at 3 nm the excess is 0.6%.

Near $L=6$ nm, the logarithmic decay rates of the zone-centre-to-edge dispersions from (17) are $2.181$ and $1.876\ {\rm nm}^{-1}$ along $x$ and $z$. Equation (15) predicts $2.151$ and $1.866\ {\rm nm}^{-1}$. Diagonal hops account for the small excess. Along $x$, for example, (13) makes the $xz$ and $xy$ diagonal contributions 3.5% and 1.0% of the direct one. They decay faster by $0.63$ and $0.82\ {\rm nm}^{-1}$, which raises the combined rate by about $0.03\ {\rm nm}^{-1}$.

Occupation changes the consequence considerably. At 3 nm the zone-centre shift is $-4.60$ meV. A half-filled nearest-neighbour band gains $1.63$ meV per electron. The fully sampled filled band shifts by only $+17.5$ micro-eV, against $17.6$ from (20). At 4 nm both filled-band values are $0.40$ micro-eV.

## 8. Corrections and limits of the model

The effects left out can be sized at $L=2$ nm, one at a time.

**Band nonparabolicity.** In a two-band model with gap $E_g$, $k^2/(2m)=E(1+E/E_g)$ near the edge. Setting $E=-D$ multiplies the decay rate by $\sqrt{1-D/E_g}$. For $E_g=3.6$ eV, the changed exponent along $z$, taken alone, would increase the hopping by a factor $1.28$. The prefactor changes as well. The valence component carries a weight $\langle k^2\rangle E_g/[2m(E_g-D)^2]$ relative to the conduction component, and this lowers $A^2$. The weight grows as the core shrinks and is of order one for a core of about $0.1$ nm, where it outweighs the gain from the exponent. The net change, including its sign, therefore depends on the core.

**Core size.** A Gaussian core with width parameter $0.1$ nm in stretched coordinates, adjusted to the same $\kappa$, has a larger tail amplitude. By (11), the hopping grows by a factor $1.47$.

**Electrostatic feedback.** For occupation $N$, the image energy is $N^2v/2$. Its derivative at $N=1$ is $v=-162$ meV, a classical estimate of the level shift. If the level deepened by this amount relative to a flat band edge, the width would fall to $0.67$ of its value. This overstates the effect. The image potential also lowers the region between cores, and midway along a hop it lies only about a quarter of $|v|$ above its value at the core, so the barrier crossed by the tail rises by much less than $162$ meV.

**Orbital spread.** For a spread charge, the squared form factor is $1-G^2\langle r^2\rangle/3$ at small $G$. The second term cancels the $1/G^2$ of the Coulomb kernel and leaves a constant. Omitting its $\mathbf G=0$ value adds

$$\Delta E=\frac{2\pi q^2\langle r^2\rangle}{3\bar\varepsilon\,\Omega},\qquad \langle r^2\rangle=\frac1{2\kappa^2}. \tag{24}$$

With $\bar\varepsilon$ the geometric mean dielectric constant and the orbital treated as spherical, this is $+4.2$ meV, about 5% of the image-energy magnitude. It falls as $L^{-3}$, so this electrostatic error also follows a power law.

**Ionic response.** The static tensor assumes relaxed ions. With clamped ions and a rough dielectric constant of 4, the image energy becomes $-255$ meV, and the crossing moves to a smaller cell.

Rutile tin dioxide is tetragonal, so its actual supercells are not exact cubes, and a real defect need not have an $s$-like orbital or a core spherical in stretched coordinates. The estimates above move the 2 nm width by tens of percent, so the crossing length is a guide to scale for these parameters. A core with a Coulomb tail lies outside the derivation, because (4) and (9) require a short-range potential. A level that merges with the host band has no real $\kappa$, and the exponential law is lost.

Within these conditions the two errors need different treatment. An image correction added to the total energy is one number per charge state and cell, so it leaves the computed dispersion in place. The dispersion is reduced by a larger cell, and for a filled band its first-order effect on the energy is removed by zone averaging. Neither zone averaging nor a larger cell of practical size removes the $1/L$ electrostatic term, which is why the image correction is still needed. The numerical output below gives the remaining values.

## Computed results

```
Masses x,y,z (electron masses): 0.3 0.3 0.22
Static dielectric constants x,y,z: 14.0 14.0 10.0
Level depth: 0.50 eV; host gap: 3.60 eV
Geometric mean mass: 0.2705 electron masses
Mean kappa: 1.8842 1/nm
Directional kappa x,z: 1.9842, 1.6992 1/nm
Decay lengths x,z: 0.5040, 0.5885 nm
Hoppings at 2 nm x,z: -4.764, -9.837 meV
Nearest-neighbour width at 2 nm: 77.457 meV
Columns: L (nm), exact zero-range width, first-order width,
         zone-centre level shift, image energy (all meV)
1.5   249.0687   300.0823  -143.7104  -107.7574
2.0    77.1550    82.3605   -44.8760   -80.8180
2.5    24.9363    25.4435   -14.1827   -64.6544
3.0     8.3426     8.3910    -4.6019   -53.8787
4.0     1.0201     1.0205    -0.5355   -40.4090
5.0     0.1359     0.1359    -0.0694   -32.3272
Width equals image-energy magnitude at L: 1.974 nm
Width reaches 1 meV at L: 4.010 nm
Image energy reaches 1 meV at L: 161.6 nm
Exact-band log slope at 6 nm x,z: 2.1809, 1.8758 1/nm
Predicted kappa+1/L at 6 nm x,z: 2.1509, 1.8658 1/nm
Filled-band mean shift at 3 nm: 17.4824 micro-eV
Second-order formula at 3 nm: 17.5511 micro-eV
Filled-band mean shift at 4 nm: 0.4013 micro-eV
Second-order formula at 4 nm: 0.4014 micro-eV
Half-filled nearest-neighbour shift at 3 nm: -1.6308 meV/electron
Gaussian-well test kappa: 0.88539 (inverse well sigma)
Well width, computed/predicted, L=8,10 sigma: 0.99698, 0.99969
Well z-dispersion, computed/predicted, L=10 sigma: 0.99697
Cubic isotropic image constant: 2.837297 (dimensionless)
Direct/Ewald tensor-sum ratio: 0.999990
Neglected effects, estimated at L=2 nm:
Two-band nonparabolicity width factor: 1.277
Core sigma: 0.10 nm; hopping factor: 1.465
Image-potential level shift: 161.64 meV
Width factor if level deepens by that shift: 0.668
Orbital-spread electrostatic term: 4.242 meV
Clamped-ion dielectric constant: 4.0
Clamped-ion image energy: -255.35 meV
```
